# Retarded dipole-dipole coupling from two one-photon exchange diagrams

An excited molecule D at \(\mathbf R_D\) can pass its energy to a molecule A at \(\mathbf R_A\) by exchanging one photon. This problem derives the coupling tensor for that process and finds out how the pole in the photon integral must be treated.

**Setting.** Both molecules are neutral, fixed in vacuum, and have the same transition energy \(\hbar ck\). Their charge distributions do not overlap, and \(\mathbf R=\mathbf R_A-\mathbf R_D\neq0\). The transition dipoles \(\boldsymbol\mu^D\) and \(\boldsymbol\mu^A\) are real. In multipolar coupling and the electric-dipole approximation,

\[
H_{\rm int}=-\varepsilon_0^{-1}\left[\boldsymbol\mu_D\cdot\mathbf d^\perp(\mathbf R_D)+\boldsymbol\mu_A\cdot\mathbf d^\perp(\mathbf R_A)\right],
\]

with no separate Coulomb term between the molecules. The transverse displacement field in a box of volume \(\mathcal V\), with real polarization vectors \(\mathbf e\), is

\[
\mathbf d^\perp(\mathbf r)=i\sum_{\mathbf p,\lambda}N_p\,\mathbf e\left[a\,e^{i\mathbf p\cdot\mathbf r}-a^\dagger e^{-i\mathbf p\cdot\mathbf r}\right],\qquad N_p=\left(\frac{\hbar cp\,\varepsilon_0}{2\mathcal V}\right)^{1/2}.
\]

Here \(p\) is the wavenumber of the exchanged photon, which is summed over, while \(k\) is fixed by the molecules. States evolve as \(e^{-iEt/\hbar}\).

## (a) The two diagrams

**Question.** Write the second-order amplitude \(M\) for \(|D^*,A;0\rangle\to|D,A^*;0\rangle\). Which energy denominator can vanish?

**Solution.** Each molecule must change its state, so each interacts once. This leaves two intermediate states: \(|D,A;\mathbf p\lambda\rangle\), where D emits first, and \(|D^*,A^*;\mathbf p\lambda\rangle\), where A is excited first while emitting a photon that D later absorbs.

Including the minus sign of \(H_{\rm int}\), emission at D contributes \(+i(N_p/\varepsilon_0)(\mathbf e\cdot\boldsymbol\mu^D)e^{-i\mathbf p\cdot\mathbf R_D}\), and absorption at A contributes \(-i(N_p/\varepsilon_0)(\mathbf e\cdot\boldsymbol\mu^A)e^{i\mathbf p\cdot\mathbf R_A}\). Since \((i)(-i)=1\), their product is

\[
\frac{\hbar cp}{2\varepsilon_0\mathcal V}(\mathbf e\cdot\boldsymbol\mu^D)(\mathbf e\cdot\boldsymbol\mu^A)\,e^{i\mathbf p\cdot\mathbf R}.
\]

The other order exchanges the two positions in the phase, giving \(e^{-i\mathbf p\cdot\mathbf R}\).

Measured from both ground states, the initial energy is \(\hbar ck\). The intermediate energies are \(\hbar cp\) and \(2\hbar ck+\hbar cp\). The denominators \(E_i-E_I\) are therefore \(\hbar c(k-p)\) and \(-\hbar c(k+p)\), and

\[
M=\frac{1}{2\varepsilon_0\mathcal V}\sum_{\mathbf p,\lambda}p\,(\mathbf e\cdot\boldsymbol\mu^D)(\mathbf e\cdot\boldsymbol\mu^A)\left[\frac{e^{i\mathbf p\cdot\mathbf R}}{k-p}-\frac{e^{-i\mathbf p\cdot\mathbf R}}{k+p}\right].
\]

The first denominator vanishes at \(p=k\), where the photon carries just the energy released by D. The second is never zero. Until the pole is given a meaning, this expression is incomplete.

## (b) Reduction to one wavenumber integral

**Question.** Write \(M=\mu_i^DV_{ij}\mu_j^A\), with repeated indices summed, and do the polarization sum and the angular integral.

**Solution.** The two polarizations span the plane normal to \(\mathbf p\), so \(\sum_\lambda e_ie_j=\delta_{ij}-\hat p_i\hat p_j\). For a large box, \(\mathcal V^{-1}\sum_{\mathbf p}\to\int d^3p/(2\pi)^3\). Define the average over directions of \(\mathbf p\),

\[
\tau_{ij}(p)=\left\langle(\delta_{ij}-\hat p_i\hat p_j)e^{i\mathbf p\cdot\mathbf R}\right\rangle .
\]

Reversing \(\mathbf p\) leaves it unchanged, so it serves both diagrams. The prefactor is \((1/2\varepsilon_0)(4\pi/8\pi^3)=1/(4\pi^2\varepsilon_0)\), and

\[
V_{ij}=\frac1{4\pi^2\varepsilon_0}\int_0^\infty dp\,p^3\tau_{ij}(p)\left[\frac1{k-p}-\frac1{k+p}\right].
\]

To find \(\tau_{ij}\), note that two gradients with respect to \(\mathbf R\) bring down \(-p_ip_j\), and that \(-\nabla^2\) brings down \(p^2\). The average of the bare exponential is

\[
\left\langle e^{i\mathbf p\cdot\mathbf R}\right\rangle=\frac12\int_{-1}^1e^{ipRc}\,dc=\frac{\sin pR}{pR}.
\]

Hence

\[
p^3\tau_{ij}=p\left(-\nabla^2\delta_{ij}+\nabla_i\nabla_j\right)\frac{\sin pR}{pR}
=\left(-\nabla^2\delta_{ij}+\nabla_i\nabla_j\right)\frac{\sin pR}{R}.
\]

At large \(p\) the integrand for \(V_{ij}\) oscillates without decaying: its amplitude grows as \(p\) across \(\mathbf R\) and tends to a constant along \(\mathbf R\). It needs a definition: multiply it by the smooth even cutoff \([\Lambda^2/(\Lambda^2+p^2)]^2\) and let \(\Lambda\to\infty\) at fixed \(R>0\). With the cutoff present, the derivatives can be taken outside:

\[
V_{ij}=\left(-\nabla^2\delta_{ij}+\nabla_i\nabla_j\right)\frac{J(R)}{4\pi^2\varepsilon_0R},\qquad
J=\int_0^\infty dp\,\sin(pR)\left[\frac1{k-p}-\frac1{k+p}\right].
\]

Part (d) shows that the cutoff changes \(J\) by a factor tending to one and by terms that vanish as a power of \(\Lambda\) times \(e^{-\Lambda R}\). Their derivatives vanish too, so the limit may be taken before differentiating.

## (c) What fixes the treatment of the pole?

**Question.** Suppose that at \(t=0\) D is excited and there is no photon. Find the coupling that drives the final amplitude at time \(t\), and its limit at long times.

**Solution.** Let \(\Delta=E_i-E_I\), which also equals \(E_f-E_I\). In the interaction picture, the intermediate amplitude to first order is

\[
c_I(t)=-\frac i\hbar H_{Ii}\int_0^t e^{-i\Delta s/\hbar}\,ds .
\]

The final amplitude obeys

\[
i\hbar\dot c_f=\sum_IH_{fI}e^{i\Delta t/\hbar}c_I(t)
=\sum_IH_{fI}H_{Ii}\,\frac{1-e^{i\Delta t/\hbar}}{\Delta}.
\]

This is the sum of part (a) with each \(1/\Delta\) replaced by \((1-e^{i\Delta t/\hbar})/\Delta\), which is finite at \(\Delta=0\). No prescription is needed at finite time.

Put \(T=ct\) and \(F(p)=p^3\tau_{ij}(p)\). Because \(\tau_{ij}\) is even in \(p\), \(F\) is odd. The integral in \(V_{ij}\) becomes \(\int_0^\infty F(p)B(p)\,dp\), with

\[
B=\frac{1-e^{i(k-p)T}}{k-p}-\frac{1-e^{-i(k+p)T}}{k+p}.
\]

*Imaginary part.* Here

\[
\operatorname{Im}B=-\frac{\sin[(k-p)T]}{k-p}-\frac{\sin[(k+p)T]}{k+p}.
\]

As \(T\to\infty\), \(\sin(aT)/a\to\pi\delta(a)\). The first term gives \(-\pi F(k)\). The second gives nothing, because \(k+p\) has no zero in the range.

*Real part.* Since \(F\) is odd, the second diagram is the first continued to negative \(p\):

\[
\int_0^\infty F\operatorname{Re}B\,dp=\int_{-\infty}^\infty F(p)\frac{1-\cos[(k-p)T]}{k-p}\,dp .
\]

Split this into two principal values, denoted \(\mathcal P\). In the cosine term, write \(\cos[(k-p)T]\) as half the sum of \(e^{\pm i(p-k)T}\). The function \(F\) is built from exponentials \(e^{ipu}\) with \(|u|\le R\). For \(T>R\) the upper sign therefore allows closure in the upper half-plane and the lower sign in the lower one. The cutoff poles contribute terms that vanish as a power of \(\Lambda\) times \(e^{-\Lambda(T-R)}\). The residue of \(F e^{\pm i(p-k)T}/(k-p)\) at \(p=k\) is \(-F(k)\), and a pole on the contour counts half. The two closures give \(-i\pi F(k)\) and \(+i\pi F(k)\), which cancel. The principal value of \(F/(k-p)\) over the whole line remains.

Together, the long-time limit is the replacement

\[
\frac1{k-p}\;\to\;\mathcal P\frac1{k-p}-i\pi\delta(k-p)=\frac1{k-p+i0}.
\]

The \(+i0\) thus records the initial condition: no photon at the start, followed by a long wait. Taking \(T\to-\infty\) instead reverses the sign of \(\operatorname{Im}B\) and gives \(-i0\). The principal value is the mean of these two and does not describe the stated preparation.

The result concerns the long-time limit. It does not say that the finite-time amplitude vanishes before light can arrive. The waiting time must also be short compared with the decay and transfer times, which this order of perturbation theory leaves out.

## (d) The wavevector integral

**Question.** Evaluate \(J\) with \(+i0\), and compare it with the principal value.

**Solution.** Over a common denominator,

\[
\frac1{k-p}-\frac1{k+p}=\frac{2p}{k^2-p^2}.
\]

For positive \(p\), multiplying \(k-p+i0\) by the positive number \(k+p\) keeps the sign of the infinitesimal, so the denominator becomes \(k^2-p^2+i0\). The integrand is even, hence

\[
J=\int_{-\infty}^{\infty}\frac{p\sin(pR)}{k^2-p^2+i0}\,dp .
\]

Write \(\sin pR=(e^{ipR}-e^{-ipR})/2i\). Changing \(p\to-p\) in the second term makes it equal to the first, so

\[
J=\frac1i\int_{-\infty}^{\infty}\frac{p\,e^{ipR}}{k^2-p^2+i0}\,dp .
\]

Since \(R>0\), the contour closes in the upper half-plane. The poles are at \(p=k+i0\) and \(p=-k-i0\), so the first is enclosed and the second is not. With \(k^2-p^2=-(p-k)(p+k)\), the residue at \(p=k\) is

\[
-\frac{k\,e^{ikR}}{2k}=-\frac12e^{ikR},
\]

and therefore

\[
J=\frac1i\,(2\pi i)\left(-\frac12e^{ikR}\right)=-\pi e^{ikR}.
\]

The cutoff multiplies this residue by \([\Lambda^2/(\Lambda^2+k^2)]^2\to1\). Its own pole at \(p=i\Lambda\) gives a power of \(\Lambda\) times \(e^{-\Lambda R}\), which vanishes.

For the principal value, both poles lie on the contour and each counts half. The residue at \(p=-k\) is \(-\tfrac12e^{-ikR}\), so

\[
J_{\mathcal P}=\frac1i\,(\pi i)\left(-\frac12\right)\left(e^{ikR}+e^{-ikR}\right)=-\pi\cos kR .
\]

The delta function supplies the missing part: \(-i\pi\delta(k-p)\) acting on \(\sin pR\) gives \(-i\pi\sin kR\), and the sum is \(-\pi e^{ikR}\). With \(-i0\) the enclosed pole would be the one near \(-k\), giving \(-\pi e^{-ikR}\).

In the time convention used here, \(e^{ikR}\) is a wave travelling outward from D. The cosine is an equal mixture of outgoing and incoming waves.

## (e) The tensor

**Question.** Carry out the derivatives and give the physical meaning of the real and imaginary parts.

**Solution.** Inserting \(J=-\pi e^{ikR}\) in part (b), and using \(\nabla^2(e^{ikR}/R)=-k^2e^{ikR}/R\) for \(R>0\),

\[
V_{ij}=-\frac1{4\pi\varepsilon_0}\left(k^2\delta_{ij}+\nabla_i\nabla_j\right)\frac{e^{ikR}}R .
\]

For a function \(G(R)\),

\[
\nabla_i\nabla_jG=\hat R_i\hat R_jG''+(\delta_{ij}-\hat R_i\hat R_j)\frac{G'}R .
\]

With \(G=e^{ikR}/R\),

\[
G'=-\frac{1-ikR}{R^2}e^{ikR},\qquad
G''=\left(-\frac{k^2}R-\frac{2ik}{R^2}+\frac2{R^3}\right)e^{ikR}.
\]

Let \(x=kR\). Across \(\mathbf R\), the component is \(-(k^2G+G'/R)/(4\pi\varepsilon_0)\). Along \(\mathbf R\), it is \(-(k^2G+G'')/(4\pi\varepsilon_0)\), where the \(k^2/R\) terms cancel. Thus

\[
V_\perp=\frac{e^{ix}}{4\pi\varepsilon_0R^3}(1-ix-x^2),\qquad
V_\parallel=-\frac{2e^{ix}}{4\pi\varepsilon_0R^3}(1-ix).
\]

Since \(\delta_{ij}-3\hat R_i\hat R_j\) equals 1 across and \(-2\) along \(\mathbf R\), both are contained in

\[
V_{ij}=\frac{e^{ikR}}{4\pi\varepsilon_0R^3}\left[(\delta_{ij}-3\hat R_i\hat R_j)(1-ikR)-(\delta_{ij}-\hat R_i\hat R_j)k^2R^2\right].
\]

The principal value gives \(\operatorname{Re}V_{ij}\), obtained by putting \(\cos(kR)/R\) under the derivatives. It is not \(\cos kR\) times the bracket, because the bracket is complex. The delta function gives

\[
\operatorname{Im}V_{ij}=-\frac{k^3\tau_{ij}(k)}{4\pi\varepsilon_0},
\]

the contribution of photons with \(p=k\).

The numerical check sums the modes numerically, with a different cutoff. At \(kR=2\), in units of \(k^3/(4\pi\varepsilon_0)\), it finds \(V_\perp=0.38338-0.23695i\), in agreement with the formula. Starting instead from the photon vacuum, without any prescription, it finds for \(V_\perp\):

- at \(ckt=5\): \(0.38338-0.23197i\)
- at \(ckt=10\): \(0.38338-0.23690i\)
- at \(ckt=40\): \(0.38338-0.23695i\)

The real part has already settled at \(ckt=5\), as part (c) requires for \(ct>R\). The imaginary part approaches its limit more slowly. Its remainder comes from the end point \(p=0\). Expanding the sines gives \(\operatorname{Im}B=-[2k\sin kT\cos pT-2p\cos kT\sin pT]/(k^2-p^2)\), and across \(\mathbf R\) we have \(F\approx\tfrac23p^3\) near \(p=0\). With a vanishing damping factor, \(\int_0^\infty p^3\cos pT\,dp=6/T^4\) and \(\int_0^\infty p^4\sin pT\,dp=24/T^5\). In the same units the remainder therefore begins as \(-(8/\pi)\sin(kT)/(kT)^4+(32/\pi)\cos(kT)/(kT)^5\). It oscillates, and its envelope falls as \(t^{-4}\). At \(ckt=5\) these two terms give \(0.0039+0.0009=0.0048\), near the computed \(0.0050\). This closeness is partly accidental. The series is asymptotic and its later terms depend on \(R\), so it is reliable only for \(kT\gg1\) and \(T\gg R\); at \(ckt=5\) the remainder is \(0.0030\) for \(kR=0.1\) and \(0.0175\) for \(kR=3.5\). At \(ckt=10\) they largely cancel, \(1.39\times10^{-4}-0.85\times10^{-4}\approx5\times10^{-5}\), which matches the computed difference.

## (f) What does each diagram contribute?

**Question.** Separate the two contributions to \(J\), and find their shares in the near zone.

**Solution.** Substituting \(p=ku\), the diagram in which A is excited first gives

\[
J_2=-f(x),\qquad f(x)=\int_0^\infty\frac{\sin(xu)}{1+u}\,du .
\]

The diagram in which D emits first must supply the rest, \(J_1=-\pi e^{ix}+f(x)\).

For small \(x\), put \(v=xu\). Then \(f=\int_0^\infty\sin v/(x+v)\,dv\to\int_0^\infty(\sin v/v)\,dv=\pi/2\), so both \(J_1\) and \(J_2\) tend to \(-\pi/2\).

The derivatives do not upset this equality. Differentiating \(f\) twice and using \(u^2/(1+u)=u-1+1/(1+u)\), with the oscillating integrals defined by a vanishing damping factor, gives \(f''=1/x-f\). So \(f'\) grows only logarithmically at small \(x\), and the terms containing \(f'\) and \(f''\) are smaller than the static \(R^{-3}\) term by factors of order \(x\ln x\) and \(x\).

Each diagram therefore supplies half of the static coupling. At \(kR=0.001\) the computed share of the second is 0.500 across and 0.4997 along \(\mathbf R\). Dropping it as "non-resonant" would halve the near-zone coupling and reduce the rate to a quarter. This division belongs to the multipolar form of the coupling. In minimal coupling the static term is the instantaneous Coulomb interaction between the molecules, and the share of the second diagram is only of order \(x^2\).

At \(kR=2\) the second diagram gives 0.0435 of the total real part 0.3834 across \(\mathbf R\), or 11%. For large \(x\), integration by parts gives \(f\approx1/x\), a term without oscillation. It enters the two diagrams with opposite signs and cancels, so the pure outgoing wave belongs to their sum.

## (g) Distance dependence and a numerical case

**Question.** Find how retardation changes \(|V|^2\). Then take two parallel 5 D transition dipoles perpendicular to \(\mathbf R\), with a transition wavelength of 500 nm, at separations of 5, 80 and 500 nm. Where would the principal value wrongly forbid transfer?

**Solution.** The phase \(e^{ix}\) drops out of the squared moduli. Relative to the static law, the factors are

\[
|1-x^2-ix|^2=(1-x^2)^2+x^2=1-x^2+x^4
\]

across \(\mathbf R\), and \(1+x^2\) along it. If both dipoles are oriented isotropically and independently, each average \(\langle\hat\mu_i\hat\mu_j\rangle=\delta_{ij}/3\), and the mean squared coupling is proportional to

\[
\frac{2(1-x^2+x^4)+4(1+x^2)}{9x^6}=\frac{2(3+x^2+x^4)}{9x^6}.
\]

The rate is proportional to this when the golden rule holds: weak coupling to a dense set of final states, with \(k\) nearly constant over the spectral overlap. It falls as \(R^{-6}\) for \(x\ll1\) and as \(R^{-2}\) for \(x\gg1\), the latter being the spreading of radiated energy over a sphere.

For the example, \(k=2\pi/(500\ \text{nm})=0.012566\ \text{nm}^{-1}\) and \(\mu^2k^3/(4\pi\varepsilon_0)=0.030964\ \mu\text{eV}\). The static coupling is this energy divided by \(x^3\), and multiplication by \(e^{ix}(1-x^2-ix)\) gives the retarded one.

- **5 nm:** \(x=0.06283\). The static value is \(0.030964/0.06283^3=124.8\ \mu\text{eV}\), and \(|V|=124.6\ \mu\text{eV}\). The squared coupling is 0.4% below the static law.
- **80 nm:** \(x=1.0053\) and \(V=0.0257-0.0167i\ \mu\text{eV}\). The modulus, \(0.0306\ \mu\text{eV}\), is close to the static \(0.0305\ \mu\text{eV}\), because \(1-x^2+x^4\) returns to 1 at \(x=1\). The principal value would give \((0.02569/0.03064)^2\approx0.70\) of the correct rate.
- **500 nm:** \(x=2\pi\), so \(e^{ix}=1\). The static value \(1.248\times10^{-4}\ \mu\text{eV}\) is multiplied by \(1-39.48-6.28i\), giving \(V=-0.00480-0.00078i\ \mu\text{eV}\). The squared coupling is 1520 times the static one.

The principal value keeps just the real part, which vanishes when

\[
(1-x^2)\cos x+x\sin x=0 .
\]

The first root is \(x=4.482\), or \(R=357\) nm. There the cosine form predicts no transfer, whereas the true modulus is \(0.0067\ \mu\text{eV}\). The true coupling has no such zero: \(1-x^2+x^4=(x^2-\tfrac12)^2+\tfrac34\) is positive at every distance. The false zeros are nodes of a standing wave, which the stated preparation does not produce.

These numbers hold for point dipoles in vacuum. At 5 nm the extent of real molecules can matter, and a surrounding medium or nearby mirrors would change the photon modes and hence the tensor.

## Computed results

```
Reduced unit of coupling: k^3/(4 pi eps0); here kR = 2
perp, mode sum with +i0: 0.383381 -0.236949i
perp, closed form: 0.383379 -0.236950i
perp, principal value: 0.383379
perp, donor-emits-first diagram: 0.339930 -0.236949i
perp, acceptor-excited-first diagram: 0.0434504
axial, mode sum with +i0: -0.350611 -0.435398i
axial, closed form: -0.350612 -0.435398i
axial, principal value: -0.350612
axial, donor-emits-first diagram: -0.295853 -0.435398i
axial, acceptor-excited-first diagram: -0.0547582
half scalar integral, +i0: 0.653681 -1.428319i
-(pi/2) exp(ikR): 0.653682 -1.428321i
perp coupling from vacuum at ckt = 5: 0.383379 -0.231966i
perp coupling from vacuum at ckt = 10: 0.383379 -0.236897i
perp coupling from vacuum at ckt = 40: 0.383379 -0.236951i
second diagram's share at kR = 0.001, perp: 0.5
second diagram's share at kR = 0.001, axial: 0.499682
transition dipole of each molecule: 5 D
transition wavelength: 500 nm
wavenumber k: 0.0125664 rad/nm
mu^2 k^3/(4 pi eps0): 0.0309642 micro-eV
R = 5 nm, kR: 0.0628319
R = 5 nm, static coupling: 124.83 micro-eV
R = 5 nm, Re V (principal value): 124.585 micro-eV
R = 5 nm, Im V: -0.0206265 micro-eV
R = 5 nm, |V|: 124.585 micro-eV
R = 5 nm, |V|^2 over static square: 0.996068
R = 80 nm, kR: 1.00531
R = 80 nm, static coupling: 0.0304761 micro-eV
R = 80 nm, Re V (principal value): 0.0256946 micro-eV
R = 80 nm, Im V: -0.0166906 micro-eV
R = 80 nm, |V|: 0.0306397 micro-eV
R = 80 nm, |V|^2 over static square: 1.01076
R = 500 nm, kR: 6.28319
R = 500 nm, static coupling: 0.00012483 micro-eV
R = 500 nm, Re V (principal value): -0.00480327 micro-eV
R = 500 nm, Im V: -0.000784331 micro-eV
R = 500 nm, |V|: 0.00486688 micro-eV
R = 500 nm, |V|^2 over static square: 1520.07
first zero of the cosine form, kR: 4.48175
first zero of the cosine form, R: 356.646 nm
true |V| at that distance: 0.00674354 micro-eV
```
